Weighted Mobility from Seebeck and Resistivity, and the Snyder Interpolation Error

A doped semiconductor bar has been measured: its Seebeck coefficient S and resistivity ρ are known, but there is no Hall measurement. A band-structure calculation supplies the velocities and the density of states of the same material. It does not by itself supply the time between collisions, so a transport module asks the user to set a relaxation time and its dependence on energy. Once the energy dependence has been chosen, the two measured numbers can fix the rest. S locates the Fermi level, and ρ then gives the strength of scattering, expressed here as a weighted mobility.

What the setting means

Take electrons in parabolic valleys, with energy E measured from the band edge and chemical potential μ. For holes the sign of S changes and the rest carries over. Write f for the Fermi function, g(E) for the density of states with spin, and e > 0. In the relaxation-time approximation, a field 𝓔 and a temperature gradient change the occupation by

δf = −τ vₓ (−∂f/∂E) [e𝓔′ + ((E−μ)/T) dT/dx],

where 𝓔′ = 𝓔 + (1/e)dμ/dx is the field that a voltmeter senses. Multiplying by −e vₓ and summing over states gives the current

j = e ∫ g⟨vₓ²⟩τ (−∂f/∂E) [e𝓔′ + ((E−μ)/T) dT/dx] dE.

With no temperature gradient, j/𝓔′ is the conductivity σ. With no current, 𝓔′/(dT/dx) is S, which is minus the average of (E−μ)/(eT), weighted by g⟨vₓ²⟩τ(−∂f/∂E). A constant factor in τ therefore changes σ and leaves S alone. This is why S can be used first. Phonon drag, which would add to S, is left out.

The energy dependence comes from the scattering model. Acoustic phonons treated as elastic scatterers, with an energy-independent matrix element, give a rate proportional to the density of final states, hence to √E:

τ = τ₀ (E/k_BT)^(−1/2).

So τ₀ is the time at E = k_BT, not a time shared by all carriers. For ellipsoidal valleys let m_d be the density-of-states mass including valley degeneracy, and m_c the mass along the current (for differently oriented valleys, 1/m_c is the average of the inverse masses). Rescaling each k axis by the square root of its mass makes the energy surface a sphere, so each direction carries one third of the kinetic energy. Then

g(E) = (1/2π²)(2m_d/ħ²)^(3/2) √E,  ⟨vₓ²⟩ = 2E/(3m_c).

The product g⟨vₓ²⟩τ contains E^(1/2+1−1/2) = E. With ε = E/k_BT, η = μ/k_BT and μ₀ = eτ₀/m_c, the conductivity is

σ = [e μ₀ (2m_d k_BT)^(3/2)/(3π²ħ³)] ∫ ε(−∂f/∂ε) dε.

Integration by parts turns the last integral into F₀, and the one with ε² into 2F₁, where

F₀ = ∫ f dε = ln(1+e^η),  F₁ = ∫ ε f dε,

both taken from zero to infinity. Define the weighted mobility μ_w = μ₀(m_d/m_e)^(3/2) and the reduced Seebeck magnitude s = |S|e/k_B. Since ħ = h/2π, the prefactor 1/(3π²ħ³) equals 8π/(3h³), and

μ_w = C/(ρF₀),  C = 3h³/[8πe(2m_e k_BT)^(3/2)],
s = 2F₁/F₀ − η.

As a test of these prefactors, a direct sum over a three-dimensional k grid was made for one valley with masses 0.1, 0.2 and 0.5 mₑ, τ₀ = 2×10⁻¹⁴ s, η = 1.5 and T = 300 K, with current along the lightest axis. Inverting its S and σ returned 35.176 cm²/Vs, equal at the printed precision to the value put in.

The parameter μ₀ is not the drift mobility. In the dilute limit the carrier density contains ∫√ε e^(−ε)dε = √π/2, while σ contains the factor 2/3 from ⟨vₓ²⟩. Hence σ/(ne) = (2/3)μ₀/(√π/2) = 4μ₀/(3√π).

Why the inversion has one answer

Differentiation gives F₁′ = F₀ and F₀′ = p, with p = 1/(1+e^(−η)). Therefore

ds/dη = 2 − 2F₁p/F₀² − 1 = −(p/F₀²)G,
G = 2F₁ − F₀²/p.

The sign of G follows from its own derivative. Because 1/p = 1+e^(−η),

G′ = 2F₀ − 2F₀ + F₀²e^(−η) = F₀²e^(−η) > 0.

For z = e^η → 0, both F₀ and F₁ approach z, so G approaches 2z − z²(1+1/z), which vanishes. Thus G is positive everywhere and s falls strictly as η rises. It runs from infinity, where s ≈ 2−η, to zero, as shown next. Every positive s has one η.

A root search also needs a bracket. First, F₀ = −ln(1−p) > p, which says F₁′ > F₀′. Both functions vanish at η → −∞, so F₁ > F₀ and s+η > 2. Second, the derivative of F₁(η)+F₁(−η) is F₀(η)−F₀(−η) = η. With F₁(0) = π²/12 this gives

2F₁(η) = η² + π²/3 − 2F₁(−η).

For positive η, F₀ > η, so s < (η²+π²/3)/η − η = π²/(3η). As η grows, F₀(η) = η + F₀(−η), and both F₀(−η) and F₁(−η) vanish exponentially, so s approaches this bound and does tend to zero. Together the two results give

2 − s < η < π²/(3s).

For η ≤ 0 the right-hand inequality is trivial. In floating-point work the upper end should be raised slightly: at small s the root lies exponentially close to it, and rounding could hide the sign change.

How measurement errors grow

At fixed ρ, μ_w varies as 1/F₀, so

d ln μ_w/ds = −(p/F₀)/(ds/dη) = F₀/G.

A small relative error in S is multiplied by A = sF₀/G. This factor is above 1 at every doping. To see it, consider

sF₀ = 2F₁ − ηF₀,
d(sF₀)/dη = 2F₀ − F₀ − ηp = F₀ − ηp.

Substituting F₀ = −ln(1−p) and η = ln p − ln(1−p) gives −p ln p − (1−p)ln(1−p), which is positive. So sF₀ increases with η and decreases with s. Its logarithmic derivative 1/s − F₀/G is then negative, which means A > 1.

A second bound matters for lightly doped samples. We have (F₀−G)′ = p − F₀²e^(−η), which is positive if ln(1+z) < z/√(1+z). Setting 1+z = e^(2u) turns this into u < sinh u, true for u > 0. Since F₀−G starts from zero, F₀ > G, and therefore A > s. A large Seebeck coefficient makes the inversion more demanding of accuracy in S.

The closed form and its two errors

The Snyder interpolation avoids the root search by replacing 1/F₀ with

B = w e^(s−2) + (1−w) 3s/π²,  w = 1/[1+e^(−5(s−1))].

The first piece is the dilute limit: F₀ ≈ e^η and s ≈ 2−η. The second is the degenerate limit: F₀ ≈ η and s ≈ π²/(3η). The weight w passes from one to the other around s = 1, which is 86 µV/K. The relative error of the resulting mobility, with C left unrounded, is

BF₀ − 1 = w[e^(s−2)F₀ − 1] + (1−w)[3sF₀/π² − 1].

Neither ρ nor T appears apart from s, so one map in |S| serves all samples within the model.

The two brackets have opposite signs. For the first,

d ln(e^(s−2)F₀)/dη = −(p/F₀²)G + p/F₀ = (p/F₀²)(F₀−G) > 0,

and e^(s−2)F₀ starts from 1 in the dilute limit, so the bracket is positive. For the second, sF₀ rises towards π²/3 and stays below it, so the bracket is negative.

The dilute piece is unusually accurate. From F₀ = z − z²/2 + z³/3 and F₁ = z − z²/4 + z³/9,

s − 2 = −ln z + z/2 − 7z²/36,
ln F₀ = ln z − z/2 + 5z²/24.

Their sum is z²(15−14)/72 = z²/72: the first-order terms cancel. At 300 µV/K, η = −1.365 and this leading term is 0.09 %, against a full error of 0.07 %. There 1−w is only about 4×10⁻⁶, so the difference comes from higher powers of z.

Reading the error map

Between 20 and 300 µV/K, sampled every 0.5 µV/K, the interpolation overestimates μ_w at every point. The errors relative to the exact inversion are:

|S| (µV/K): error
20: 3.0 %
50: 3.2 %
100: 2.2 %
150: 1.6 %
200: 0.7 %
300: 0.07 %

The largest is 3.2 %, near 47 µV/K. The row at 50 µV/K shows its origin. There s = 0.580, 1/F₀ = 0.17786 and w = 0.109. The dilute piece is 35.9 % too high and the degenerate piece 0.8 % too low. Weighted, they give 0.109×35.9 − 0.891×0.84 ≈ 3.2 %. The error is mostly a small remnant of the dilute formula in a region where that formula is poor.

The same remnant sets a lower limit on use. As s → 0 the exact 1/F₀ vanishes as 3s/π², but B tends to the constant e^(−2)/(1+e⁵). The relative error therefore diverges. It is already 6.4 % at 5 µV/K and 14 % at 2 µV/K.

One Newton correction removes most of the error without a search. Treat 1/B as a trial F₀, find η_B = ln(e^(1/B)−1), and multiply B by

exp{[s − s(η_B)] F₀(η_B)/G(η_B)}.

This uses the slope derived above, so the remaining error is of second order in the original one. Over the same sampled range it is at most 0.043 %.

A worked inversion

Take |S| = 200 µV/K, ρ = 1 mΩ·cm and T = 300 K. Then

s = 200/86.173 = 2.321,
−0.321 < η < 1.418.

The root is η = 0.074, with F₀ = 0.7309 and F₁ = 0.8752. The Fermi level is close to the band edge. There F₀ ≈ e^η would be 47 % too high, yet e^(s−2) exceeds 1/F₀ by only 0.7 %, because the errors of F₀ ≈ e^η and of s ≈ 2−η still largely offset each other. The series in z does not give the size here: z = 1.08 lies beyond its radius of convergence, and z²/72 would be 1.6 %. At this T and ρ, C/ρ = 330.64 cm²/Vs, so

exact: μ_w = 330.64 × 1.36827 = 452.4 cm²/Vs,
Snyder: μ_w = 330.64 × 1.37746 = 455.4 cm²/Vs.

Rounding the prefactor to 331 would add another 0.11 %. For the sensitivity,

G = 2×0.8752 − 0.7309²(1+e^(−0.074)) = 0.720,
A = 2.321×0.7309/0.720 ≈ 2.36.

A 5 % error in S therefore shifts μ_w by about 12 %, to first order. A 5 % rise in ρ lowers it by 4.8 %. Here the interpolation error of 0.7 % is minor beside either.

Comparison with a real material

These inputs are round values in the rough regime of n-type bismuth telluride near room temperature, a layered, narrow-gap material. The model omits several of its features. The estimates below treat them one at a time; they are not corrections to be multiplied together.

Nonparabolic bands can have a large effect. In a Kane band E(1+αE) is proportional to k². If τ remains inversely proportional to g, then gv²τ follows v², and the linear transport function ε becomes

ε(1+aε)/(1+2aε)²,  a = αk_BT.

With α = 1/E_gap and a rough gap of 0.15 eV, a = 0.172. Matching the same S now requires η = −0.53. With this energy-independent matrix element, the parabolic inversion returns only 0.31 of the band-edge weighted mobility, so the example's 452 cm²/Vs would correspond to about 1440 cm²/Vs at the band edge. The choice α = 1/E_gap belongs to a symmetric two-band model, which bismuth telluride need not follow. With half that α the fraction is 0.47, and with a quarter of it 0.64, so the size of this correction is only indicative. Changes of the scattering matrix element with energy are not included in these figures, and they are not small. In the same two-band model the overlap between initial and final states falls with energy, which weakens the scattering of fast carriers. For α = 1/E_gap this raises the fraction to 0.65 (about 690 cm²/Vs at the band edge) if strain shifts both bands equally, and to 0.42 (about 1070 cm²/Vs) if it shifts them oppositely.

Minority holes oppose the electron voltage:

|S| = (σ_e|S_e| − σ_h S_h)/(σ_e+σ_h).

Suppose the electrons alone have 200 µV/K at 300 K, with equal masses and weighted mobilities for both bands and the same gap. The total is then 196.6 µV/K, and inversion gives 0.965 of the true electron value. At 450 K, with net doping and gap held fixed, the hole conductivity is 8 % of the electron conductivity and the recovered fraction falls to 0.58. The lowered |S| is misread as a higher Fermi level, hence a larger F₀. A fall of apparent μ_w on heating is therefore not, by itself, evidence of stronger scattering.

Ionized impurities favour fast carriers. Let them supply 20 % of the scattering rate at E = k_BT, with a time proportional to ε^(3/2) (screening changes with energy ignored). The acoustic inversion then gives 1.31 times the true value defined by the total τ at that energy.

Finally, ρ must refer to the intended crystal direction. With a rough cross-plane to in-plane resistivity ratio of 4 and isotropic S, a long bar tilted by 10°, with the current forced along its length, has ρ larger by the factor cos²10° + 4 sin²10°, and its apparent μ_w is 0.917 of the in-plane value. A bar cut fully across the planes would give one quarter.

Choosing the relaxation-time setting

If one parabolic band describes the carriers, convert the result by

τ₀ = (m_c/e) μ_w (m_e/m_d)^(3/2),

and use it with the E^(−1/2) law. Do not enter it as a constant time. The dilute limit shows the difference. For a transport function ε^a, the integrals give s = a+1−η and σ proportional to Γ(a+1)e^η. Acoustic scattering has a = 1; a constant time τ_c has a = 3/2. At the same S, the constant-time fit puts η higher by 1/2. Equating the conductivities gives

τ_c/τ₀ = e^(−1/2)/Γ(5/2) = 4e^(−1/2)/(3√π) < 1.

These values hold only in the dilute limit. At the Fermi level of the worked example the shift in η is 0.68 and the ratio 0.41; at η = 5.6 they are 2.6 and 0.23. The energy law thus changes both the inferred doping and the inferred time.

If the computed bands are nonparabolic, apply the same two steps to the bands themselves. Choose the energy law, move the chemical potential until the computed S equals the measured one, and then scale τ until the computed resistivity agrees. The scaling cannot disturb S, provided one common factor multiplies τ for all carriers. Where both bands conduct, include both; S may then pass through a maximum with doping, so the branch must be chosen from an independent estimate of the doping, such as the nominal dopant content.

For data between 20 and 300 µV/K, the closed form is adequate when a few per cent in μ_w is acceptable. Because A > 1, a 3.2 % error in S already shifts μ_w, to first order, by more than the interpolation does at its worst. When samples in this range with different S are compared at the per cent level, use the Newton correction or the root search. For smaller |S| use the root search, because the starting error of the closed form grows without limit and one Newton correction eventually fails to remove it. Neither improves the physical model: for the narrow-gap example, the choice of bands matters far more than the choice of inversion formula. A longer table of the error and the example's intermediate values are in the numerical output below.

Table of computed values

```
k/e = 86.173 uV/K
Prefactor C/rho at 300 K, 1 mOhm cm = 330.64 cm2/Vs
Error from rounding prefactor to 331 = 0.109 %
k-grid test: mu_w recovered = 35.176 cm2/Vs
k-grid test: mu_w put in = 35.176 cm2/Vs
Example: |S| = 200 uV/K, rho = 1.0 mOhm cm, T = 300 K
Example: reduced Seebeck s = 2.3209
Example: bracket for eta = -0.3209 to 1.4175
Example: eta = 0.0740, F0 = 0.7309, F1 = 0.8752
Example: switch weight w = 0.99865
Example: exact mu_w = 452.40 cm2/Vs
Example: Snyder mu_w = 455.44 cm2/Vs
Example: Snyder error = 0.672 %
Map: |S| (uV/K), eta, exact 1/F0, Snyder B, error (%)
  20   14.1749   0.07055   0.07266    2.988
  30    9.4473   0.10585   0.10900    2.974
  40    7.0700   0.14143   0.14586    3.134
  50    5.6188   0.17786   0.18351    3.177
  60    4.6221   0.21590   0.22240    3.012
  80    3.3000   0.29974   0.30698    2.416
 100    2.4232   0.39870   0.40740    2.182
 120    1.7706   0.51872   0.52977    2.131
 150    1.0192   0.75339   0.76574    1.639
 180    0.4213   1.08011   1.09091    1.000
 200    0.0740   1.36827   1.37746    0.672
 250   -0.6884   2.45674   2.46227    0.225
 300   -1.3647   4.39575   4.39889    0.072
Largest error in range = 3.185 % at 47.2 uV/K
Smallest error in range = 0.072 % at 300.0 uV/K
Outside range: error at 5 uV/K = 6.37 %
Outside range: error at 2 uV/K = 13.99 %
Largest error after one Newton correction = 0.0429 %
Relative error amplification from S = 2.355
5 % error in S changes mu_w by about 11.78 %
5 % rise in rho changes mu_w by -4.76 %
Assumed gap = 0.15 eV; Kane parameter kT/gap = 0.1723
Hole/electron conductivity at 300 K = 0.00383
Two-band |S| at 300 K = 196.64 uV/K
Apparent/true electron mu_w at 300 K = 0.9649
Hole/electron conductivity at 450 K = 0.0815
Two-band |S| at 450 K = 189.26 uV/K
Apparent/true electron mu_w at 450 K = 0.5825
Kane band: eta = -0.5259, apparent/true mu_w = 0.3148
Impurity share at E = kT: 20 %
Mixed scattering: eta = 0.3010, apparent/true mu_w = 1.3088
Resistivity anisotropy = 4, tilt = 10 degrees
Tilted bar: apparent/in-plane mu_w = 0.9170
```
